# When nanograins cut an alloy's heat conductivity by the larger fraction: a numerical check

```python
# Result under test: in a Debye crystal with Umklapp rate B w^2, mass-disorder
# rate A w^4 and grain-boundary rate v/L, an alloy loses a larger FRACTION of
# its heat conductivity than the pure crystal only for grains above one
# crossover length; below it the pure crystal loses the larger fraction.
# Symbols: x = w/w_D; a = A w_D^2/B (disorder); beta = path_D/L, where
# path_D = v/(B w_D^2) is the shortest Umklapp path of the pure crystal.
import numpy as np
from scipy.constants import k as kB, hbar
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn


def integral(a, beta, power=0, low=0.0, high=1.0):
    """Heat integral from its definition, by quadrature in ln x."""
    def f(t):
        x = np.exp(t)
        return x**3 / (x**2 + a * x**4 + beta * x**power)
    start = np.log(low) if low > 0 else -30.0
    return quad(f, start, np.log(high), epsabs=1e-13, epsrel=1e-10, limit=300)[0]


def bulk_ratio(a):
    return np.arctan(np.sqrt(a)) / np.sqrt(a)


def closed_alloy(a, beta):
    q = (1 + np.sqrt(complex(1 - 4 * a * beta))) / (2 * a)
    p = beta / (a * q)
    rq, rp = np.sqrt(q), np.sqrt(p)
    top = rq * np.arctan(1 / rq) - rp * np.arctan(1 / rp)
    return (top / (a * (q - p))).real


def loss_pure(beta):
    return np.sqrt(beta) * np.arctan(1 / np.sqrt(beta))


def loss_alloy(a, beta):
    return 1 - closed_alloy(a, beta) / bulk_ratio(a)


def loss_mixed(a, beta):
    """Alloy heat spectrum combined with the pure crystal's paths."""
    def f(x):
        return beta / ((1 + a * x**2) * (x**2 + beta))
    return quad(f, 0, 1, epsabs=1e-12, limit=300)[0] / bulk_ratio(a)


def median_alloy(a):
    t = np.tan(0.5 * np.arctan(np.sqrt(a)))
    return a / (t**2 * (1 + t**2))


def beta_cross(a):
    def f(s):
        return loss_alloy(a, np.exp(s)) - loss_pure(np.exp(s))
    return np.exp(brentq(f, np.log(1e-4), np.log(1e4), xtol=1e-11))


def x_of_rate(a, g):
    """Frequency at which the alloy's bulk rate x^2 + a x^4 equals g."""
    return np.sqrt((np.sqrt(1 + 4 * a * g) - 1) / (2 * a))


# Exact partial-wave scattering by a small heavy sphere against the
# long-wave cross-section eps^2 k^4 V^2/(4 pi).
eps, kr = 1.5, 0.05
inner = kr * np.sqrt(1 + eps)
sigma_waves = 0.0
for l in range(3):
    ji, dji = spherical_jn(l, inner), spherical_jn(l, inner, derivative=True)
    num = kr * spherical_jn(l, kr, derivative=True) * ji \
        - inner * spherical_jn(l, kr) * dji
    den = kr * spherical_yn(l, kr, derivative=True) * ji \
        - inner * spherical_yn(l, kr) * dji
    tan_d = num / den
    sigma_waves += 4 * np.pi / kr**2 * (2 * l + 1) * tan_d**2 / (1 + tan_d**2)
sigma_formula = eps**2 * kr**4 * (4 * np.pi / 3)**2 / (4 * np.pi)
assert abs(sigma_waves / sigma_formula - 1) < 0.02  # finite-size terms ~ (kR)^2

# Closed forms, ordering of the two competing effects, and the control case.
for a in (0.5, 8.0, 140.0, 3000.0):
    assert abs(integral(a, 0.0) / bulk_ratio(a) - 1) < 1e-7
    x_half = x_of_rate(a, 1 / median_alloy(a))
    assert abs(integral(a, 0.0, high=x_half) / integral(a, 0.0) - 0.5) < 1e-6
    for beta in (0.003, 0.2, 3.0, 50.0):
        assert abs(integral(a, beta) / closed_alloy(a, beta) - 1) < 1e-6
        assert abs(1 - integral(0.0, beta) - loss_pure(beta)) < 1e-7
        assert loss_mixed(a, beta) > loss_pure(beta)
        assert loss_mixed(a, beta) > loss_alloy(a, beta)
        f_alloy = 1 - integral(a, beta, power=2) / integral(a, 0.0)
        f_pure = 1 - integral(0.0, beta, power=2)
        assert f_alloy < f_pure  # boundaries that spare slow phonons
    # Density of heat over bulk rate, alloy relative to pure.
    for g in (0.05, 0.3, 0.9):
        lo, hi = g * 0.999, g * 1.001
        part = integral(a, 0.0, low=x_of_rate(a, lo), high=x_of_rate(a, hi))
        numeric = part / integral(a, 0.0) / (np.sqrt(hi) - np.sqrt(lo))
        ax2 = a * x_of_rate(a, g)**2
        formula = 1 / (bulk_ratio(a) * np.sqrt(1 + ax2) * (1 + 2 * ax2))
        assert abs(numeric / formula - 1) < 1e-4

# Limits of large and small grains, from quadrature.
a = 140.0
big = (1 - integral(a, 1e-8) / integral(a, 0.0)) / (1 - integral(0.0, 1e-8))
small = (integral(a, 1e5) / integral(a, 0.0)) / integral(0.0, 1e5)
assert abs(big * bulk_ratio(a) - 1) < 0.01
assert abs(small * bulk_ratio(a) - 1) < 0.01
# Strong-disorder law; the cutoff leaves corrections of order 1/sqrt(a).
for s in (0.1, 1.0, 10.0):
    kept = integral(1e6, s / 1e6) / integral(1e6, 0.0)
    assert abs(kept * np.sqrt(1 + 2 * np.sqrt(s)) - 1) < 0.01
# One crossing only, over eight decades of grain size.
for a in (0.1, 1.0, 10.0, 100.0, 1000.0, 10000.0):
    signs = [np.sign(loss_alloy(a, b) - loss_pure(b))
             for b in np.logspace(-4, 4, 161)]
    assert signs[0] > 0 and signs[-1] < 0
    assert np.count_nonzero(np.diff(signs)) == 1

# Worked example: silicon and Si(0.8)Ge(0.2), rough inputs.
kappa_pure, speed, lattice, temperature = 150.0, 6400.0, 0.543e-9, 300.0
mass_si, mass_ge, ge = 28.1, 72.6, 0.20
isotope_gamma = 2.0e-4
volume = lattice**3 / 8
cells = 4 / lattice**3
k_d = (6 * np.pi**2 * cells)**(1 / 3)
mean_mass = (1 - ge) * mass_si + ge * mass_ge
gamma = (1 - ge) * (1 - mass_si / mean_mass)**2 + ge * (1 - mass_ge / mean_mass)**2
path_d = kappa_pure / (3 * cells * kB * speed)
w_d = speed * k_d
B = speed / (path_d * w_d**2)
A = volume * gamma / (4 * np.pi * speed**3)
a_ex = A * w_d**2 / B
a_iso = a_ex * isotope_gamma / gamma
spacing = volume**(1 / 3)
u = (np.arange(6000) + 0.5) / 6000


def conductivity(grain, gam, b, v=speed, sine=False, bose=False,
                 power=0, normal=0.0, floor=0.0):
    """Sum over wave vectors; the disorder rate uses the density of states."""
    k = u * k_d
    if sine:
        top = 2 * v * k_d / np.pi
        w, vg = top * np.sin(np.pi * u / 2), v * np.cos(np.pi * u / 2)
    else:
        top = v * k_d
        w, vg = v * k, v * np.ones_like(k)
    y = hbar * w / (2 * kB * temperature)
    heat = (y / np.sinh(y))**2 if bose else 1.0
    states = 3 * k**2 / (2 * np.pi**2 * vg)
    n_rate = normal * b * w**2
    resist = (1 - normal) * b * w**2 + np.pi / 6 * volume * gam * w**2 * states \
        + vg / grain * (w / top)**power
    tau = np.maximum(1 / (n_rate + resist), floor / vg)
    weight = kB * heat * vg**2 * k**2 / (2 * np.pi**2) * k_d / len(u)
    total = np.sum(weight * tau)
    if normal > 0:  # Callaway drift term
        total += np.sum(weight * tau * n_rate)**2 \
            / np.sum(weight * tau * n_rate * resist)
    return total


def model(slow=1.0, floor=0.0, **opts):
    """Loss function, crossover and alloy bulk value; pure bulk recalibrated."""
    b = 1e-17 * conductivity(np.inf, 0.0, 1e-17, **opts) / kappa_pure
    def pure(g):
        return conductivity(g, 0.0, b, floor=floor, **opts)
    def alloy(g):
        return conductivity(g, gamma, b / slow, v=speed * slow, floor=floor, **opts)
    p0, a0 = pure(np.inf), alloy(np.inf)
    def losses(g):
        return 1 - pure(g) / p0, 1 - alloy(g) / a0
    def gap(s):
        lp, la = losses(np.exp(s))
        return la - lp
    cross = np.exp(brentq(gap, np.log(1e-10), np.log(1e-5), xtol=1e-9))
    return losses, cross, a0


ratio = bulk_ratio(a_ex)
cross_ex = path_d / beta_cross(a_ex)
_, cross_grid, alloy_grid = model()
assert abs(cross_grid / cross_ex - 1) < 0.005
assert abs(alloy_grid / (kappa_pure * ratio) - 1) < 0.005

nm = 1e9
print(f"rough inputs: pure {kappa_pure:.0f} W/(m K), v {speed:.0f} m/s, "
      f"lattice {lattice*nm:.3f} nm, T {temperature:.0f} K")
print(f"masses Si {mass_si}, Ge {mass_ge}, mean {mean_mass:.1f} u; Ge share {ge:.2f}")
print(f"mass variance Gamma: {gamma:.4f}")
print(f"atomic volume: {volume*1e27:.5f} nm^3; atomic spacing: {spacing*nm:.3f} nm")
print(f"cell density: {cells:.3e} m^-3; Debye wave number: {k_d/nm:.2f} nm^-1")
print(f"Debye angular frequency: {w_d:.3e} rad/s")
print(f"B: {B:.3e} s; A: {A:.3e} s^3")
print(f"shortest Umklapp path path_D: {path_d*nm:.2f} nm")
print(f"disorder parameter a: {a_ex:.1f}")
print(f"alloy/pure bulk ratio K: {ratio:.4f}; inverse 1/K: {1/ratio:.2f}")
print(f"alloy bulk conductivity: {kappa_pure*ratio:.2f} W/(m K)")
print(f"median heat path, pure: {4*path_d*nm:.1f} nm")
print(f"median heat path, alloy: {median_alloy(a_ex)*path_d*nm:.0f} nm")
print("losses in %: pure | alloy spectrum with pure paths | alloy; kept W/(m K)")
for size in (5e-9, 20e-9, 100e-9, 1000e-9):
    b = path_d / size
    fp, fm, fa = loss_pure(b), loss_mixed(a_ex, b), loss_alloy(a_ex, b)
    print(f"  L {size*nm:.0f} nm: {100*fp:.1f} | {100*fm:.1f} | {100*fa:.1f}; "
          f"pure {kappa_pure*(1-fp):.2f}, alloy {kappa_pure*ratio*(1-fa):.2f}")
print(f"crossover grain length L*: {cross_ex*nm:.2f} nm")
print(f"loss of both at L*: {100*loss_pure(path_d/cross_ex):.1f} %")
for a in (1.0, 10.0, 100.0, 1000.0):
    print(f"  L*/path_D for a = {a:.0f}: {1/beta_cross(a):.3f}")
slow = np.sqrt(mass_si / mean_mass)
print(f"alloy/pure sound speed from mean mass: {slow:.3f}")
print("neglected effects: recomputed L* and alloy bulk conductivity")
cases = [("quantum heat capacity", dict(bose=True)),
         ("sine dispersion", dict(sine=True)),
         ("heavier mean mass of alloy", dict(slow=slow)),
         ("boundary rate proportional to frequency", dict(power=1)),
         ("half of B w^2 as normal processes", dict(normal=0.5)),
         ("path floor of one atomic spacing", dict(floor=spacing)),
         ("first three together", dict(bose=True, sine=True, slow=slow))]
for name, opts in cases:
    losses, cross, bulk = model(**opts)
    print(f"  {name}: L* {cross*nm:.1f} nm, alloy {bulk:.2f} W/(m K)")
for size in (5e-9, 20e-9, 100e-9, 1000e-9):
    lp, la = losses(size)
    print(f"  first three together, L {size*nm:.0f} nm: "
          f"pure loses {100*lp:.1f} %, alloy {100*la:.1f} %")
x_short = min(1.0, x_of_rate(a_ex, path_d / spacing))
short = 1 - np.arctan(np.sqrt(a_ex) * x_short) / np.arctan(np.sqrt(a_ex))
print(f"alloy bulk heat on paths below one atomic spacing: {100*short:.2f} %")
print(f"natural isotopes (rough Gamma {isotope_gamma:.1e}) lower pure bulk by "
      f"{100*(1-bulk_ratio(a_iso)):.1f} %")
print("verified")
```

Running it gives:

```
rough inputs: pure 150 W/(m K), v 6400 m/s, lattice 0.543 nm, T 300 K
masses Si 28.1, Ge 72.6, mean 37.0 u; Ge share 0.20
mass variance Gamma: 0.2314
atomic volume: 0.02001 nm^3; atomic spacing: 0.272 nm
cell density: 2.498e+28 m^-3; Debye wave number: 11.39 nm^-1
Debye angular frequency: 7.293e+13 rad/s
B: 5.313e-17 s; A: 1.406e-42 s^3
shortest Umklapp path path_D: 22.65 nm
disorder parameter a: 140.7
alloy/pure bulk ratio K: 0.1253; inverse 1/K: 7.98
alloy bulk conductivity: 18.80 W/(m K)
median heat path, pure: 90.6 nm
median heat path, alloy: 2044 nm
losses in %: pure | alloy spectrum with pure paths | alloy; kept W/(m K)
  L 5 nm: 93.5 | 99.0 | 90.9; pure 9.77, alloy 1.71
  L 20 nm: 80.3 | 96.6 | 85.0; pure 29.59, alloy 2.82
  L 100 nm: 53.6 | 89.4 | 75.5; pure 69.58, alloy 4.60
  L 1000 nm: 21.4 | 67.7 | 56.2; pure 117.91, alloy 8.23
crossover grain length L*: 10.12 nm
loss of both at L*: 88.1 %
  L*/path_D for a = 1: 2.360
  L*/path_D for a = 10: 1.136
  L*/path_D for a = 100: 0.502
  L*/path_D for a = 1000: 0.233
alloy/pure sound speed from mean mass: 0.871
neglected effects: recomputed L* and alloy bulk conductivity
  quantum heat capacity: L* 10.8 nm, alloy 19.47 W/(m K)
  sine dispersion: L* 12.9 nm, alloy 23.44 W/(m K)
  heavier mean mass of alloy: L* 10.1 nm, alloy 16.38 W/(m K)
  boundary rate proportional to frequency: L* 17.1 nm, alloy 18.80 W/(m K)
  half of B w^2 as normal processes: L* 15.0 nm, alloy 14.88 W/(m K)
  path floor of one atomic spacing: L* 10.6 nm, alloy 18.84 W/(m K)
  first three together: L* 13.9 nm, alloy 20.73 W/(m K)
  first three together, L 5 nm: pure loses 97.7 %, alloy 96.7 %
  first three together, L 20 nm: pure loses 92.4 %, alloy 93.3 %
  first three together, L 100 nm: pure loses 76.8 %, alloy 86.8 %
  first three together, L 1000 nm: pure loses 41.8 %, alloy 71.1 %
alloy bulk heat on paths below one atomic spacing: 0.80 %
natural isotopes (rough Gamma 2.0e-04) lower pure bulk by 3.8 %
verified
```
